From a heavy charged fermion to a static Coulomb source

A light fermion of mass m and charge e_l scatters from a heavy Dirac particle of mass M and charge Q. The light momentum changes from l to l′. The heavy momentum changes from p = Mv, with v² = 1, to p′ = p + q, where q = l − l′. All momenta exchanged stay fixed while M grows.

The metric is (+,−,−,−), ħ = c = 1, and charges are in Heaviside–Lorentz units. The vertices are −ie_l γ^μ and −iQγ^μ, the photon propagator in Feynman gauge is −ig_μν/(k² + iε), and spinors obey ūu = 2 × mass. The heavy particle has no structure and no anomalous magnetic moment, and radiative corrections are left out.

**(a) The heavy particle absorbs a photon of momentum k. Expand its propagator for large M, including the first correction, and locate its poles in the rest frame.**

*Solution.* The exact propagator is

S = i(p̸ + k̸ + M)/((p + k)² − M² + iε).

Since p² = M², the denominator is 2M v·k + k² + iε. With P₊ = (1 + v̸)/2, the numerator is i(2M P₊ + k̸). Dividing both by 2M gives

S = i[P₊ + k̸/(2M)]/[v·k + k²/(2M) + iε],

where the positive infinitesimal ε/(2M) has been renamed ε. Away from v·k = 0, the expansion 1/(x + δ) = 1/x − δ/x² + … yields

S = i{P₊/(v·k) + k̸/(2M v·k) − P₊ k²/[2M (v·k)²] + O(1/M²)}.

The leading term, with its prescription restored, is

S → iP₊/(v·k + iε).

For example, take v = (√1.34, 0.5, 0, 0.3) and k = (0.7, 0.2, −0.4, 0.5)m, so that v·k = 0.5603 m and k² = 0.04 m². At M = 1000 m the leading term differs from the exact matrix by 5.7×10⁻⁴, relative to the norm of the leading term (the root of the summed squared moduli of its elements). Including the 1/M term reduces the difference to 2.0×10⁻⁸.

The expansion requires |k²| ≪ 2M|v·k|, so it fails pointwise at v·k = 0, which is where the result will be needed. The poles show why it can still be used under an integral. In the rest frame v·k = k⁰, and the denominator vanishes when

(k⁰ + M)² = M² + |**k**|² − iε.

Define the recoil energy T_k = √(M² + |**k**|²) − M ≈ |**k**|²/(2M). The poles are

k⁰ = T_k − iε and k⁰ = −2M − T_k + iε.

The first tends to −iε, the pole of the leading term. The second belongs to the heavy antiparticle and moves away to infinity. If no other singularity traps the k⁰ contour against the first pole, the contour can be deformed to stay a fixed distance from it. The expansion then holds along the part of the contour at finite k⁰. In the two-photon integral below, the photon propagators fall as 1/(k⁰)⁴ and the light propagator as 1/k⁰, so the region |k⁰| ~ M drops out as M → ∞.

**(b) The particle absorbs two photons, k and h = q − k, and ends on its mass shell. Find the leading heavy factor for each order of absorption.**

*Solution.* First reduce the spin structure. From v̸γ^μ = 2v^μ − γ^μv̸,

P₊γ^μ = ½(γ^μ + 2v^μ − γ^μv̸) = v^μ + γ^μ(1 − v̸)/2.

Multiply by P₊ on the right. Because v̸² = v² = 1, (1 − v̸)(1 + v̸) = 0, and therefore

P₊γ^μP₊ = v^μP₊.

The initial spinor obeys v̸u = u. The final one obeys (Mv̸ + q̸ − M)u′ = 0, so v̸u′ = u′ − q̸u′/M, and P₊u′ = u′ up to order 1/M. Hence, for photon index μ absorbed before ν,

ū′γ^νP₊γ^μu → v^μv^ν ū′u → 2M v^μv^ν δ_s′s.

At this order the heavy spin is a spectator. The spatial current and the magnetic coupling are suppressed by momentum/M.

Next use the final mass-shell condition:

(p + q)² = M² gives 2M v·q + q² = 0, so v·q = −q²/(2M) → 0.

If k is absorbed first (the direct diagram), the propagator contains v·k. If h is absorbed first (the crossed diagram), it contains v·h = v·q − v·k → −v·k. The two heavy factors are

direct: (−iQ)² 2M v^μv^ν · i/(v·k + iε),

crossed: (−iQ)² 2M v^μv^ν · i/(−v·k + iε),

with δ_s′s understood. The sign of v·k changes between them, but the sign of iε does not.

**(c) Add the two factors. What does each contribute alone, and what does the sum mean in time?**

*Solution.* Write ω = v·k. Over a common denominator,

i/(ω + iε) + i/(−ω + iε) = i(2iε)/[(ω + iε)(−ω + iε)].

The numerator is −2ε. The denominator is −ω² + iεω − iεω − ε² = −(ω² + ε²). The sum is therefore

2ε/(ω² + ε²).

Its integral over ω is 2[arctan(ω/ε)] taken from −∞ to ∞, which is 2π, and its width shrinks with ε. Hence, under an integral with a function that is regular at ω = 0 and does not grow at large |ω|,

i/(v·k + iε) + i/(−v·k + iε) → 2πδ(v·k).

Separately, with PV denoting the principal value,

i/(±ω + iε) = (ε ± iω)/(ω² + ε²) → πδ(ω) ± i PV(1/ω).

Each diagram supplies half of the delta function. The principal values cancel in the sum.

The function f(ω) = exp[−(ω − ½)²], with ω dimensionless, is not even and so makes the cancellation visible. Numerical quadrature at ε = 0.01, divided by 2πf(0), gives 0.496 + 0.303i for the direct term and 0.496 − 0.303i for the crossed term. Their sum is 0.992. At ε = 10⁻⁴ the sum is 0.99992.

For the meaning in time, use

i/(ω + iε) = ∫₀^∞ dt e^{iωt − εt}.

The crossed term is the same integral with ω → −ω, or equivalently the integral of e^{iωt − ε|t|} over t < 0. Here t is the interval between the two absorptions. One diagram covers one time order, the other covers the opposite order, and the phase e^{iωt} has the same form in both. Integrating over all t forces ω = 0. A very heavy particle at rest takes up momentum without taking up energy, so no memory of the order remains.

**(d) Use one-photon exchange to identify the potential produced by the heavy particle, in momentum space and in position space.**

*Solution.* The amplitude is

iM₁ = ū(l′)(−ie_lγ^μ)u(l) · [−ig_μν/q²] · ū′(−iQγ^ν)u.

By part (b), the last factor becomes −iQ v^ν 2M. In the rest frame v^ν = (1, **0**) and q⁰ → 0, so q² → −|**q**|². The product of the photon and heavy factors, without 2M, is

(−i)(−iQ)/(−|**q**|²) = (−Q)/(−|**q**|²) = Q/|**q**|².

Thus

iM₁/(2M) → −ie_l ū(l′)γ⁰u(l) A⁰(**q**), with A⁰(**q**) = Q/|**q**|².

The division by 2M removes the relativistic normalization √(2M)√(2M) of the two heavy states. What remains is the vertex of a light fermion in an external potential A⁰, with l′⁰ = l⁰.

In position space, the angular integral of e^{i**k·r**} over the cosine is 2 sin(kr)/(kr), with k = |**k**| here. Therefore

A⁰(r) = ∫d³k/(2π)³ e^{i**k·r**} Q/k²
= [Q/(8π³)] · 2π · ∫₀^∞ dk 2 sin(kr)/(kr)
= [Q/(2π²r)] ∫₀^∞ dx sin x/x.

To evaluate the last integral, write 1/x = ∫₀^∞ ds e^{−sx}. Since ∫₀^∞ dx e^{−sx} sin x = 1/(1 + s²), the result is ∫₀^∞ ds/(1 + s²) = π/2. Hence

A⁰(r) = Q/(4πr).

For an electron and a proton, e_l = −e and Q = e, so the potential energy is −e²/(4πr) = −α/r, or −αħc/r in ordinary units. At one Bohr radius, 5.29177×10⁻¹¹ m, it is −27.211 eV.

**(e) Evaluate two-photon exchange. Is it the second-order scattering from the potential just found, with the right counting factor? When does the static limit fail?**

*Solution.* Let the light fermion emit k first and h second. Its intermediate spatial momentum is **r** = **l** − **k**, from here on a momentum and not a position, and E = √(m² + |**r**|²). With this order fixed on the light line, the heavy particle can absorb the photons in two orders. These are the two distinct diagrams. Exchanging the names k and h would only relabel them, so no factor ½ enters.

With the sum from part (c), in the rest frame,

iM₂ → ∫d⁴k/(2π)⁴ ū(l′)(−ie_lγ⁰) i(l̸ − k̸ + m)/[(l − k)² − m² + iε] (−ie_lγ⁰)u(l)
× (−i/k²)(−i/h²) · (−iQ)² 2M · 2πδ(k⁰).

The factor dk⁰/(2π) × 2πδ(k⁰) integrates to 1 and sets k⁰ = h⁰ = 0. Each photon, joined to one heavy vertex, gives (−i)(−iQ)/(−|**k**|²) = Q/|**k**|² = A⁰(**k**), and likewise A⁰(**h**). The light denominator becomes (l⁰)² − |**r**|² − m² = (l⁰)² − E². Thus

iM₂/(2M) → ∫d³k/(2π)³ A⁰(**h**)A⁰(**k**)
× ū(l′)(−ie_lγ⁰) i(l⁰γ⁰ − **r·γ** + m)/[(l⁰)² − E² + iε] (−ie_lγ⁰)u(l).

To compare, solve the Dirac equation in the potential, (i∂̸ − m)ψ = e_lγ⁰A⁰ψ, by iteration. Each iteration adds one factor −ie_lγ⁰A⁰ and one light propagator at unchanged energy l⁰. The second iteration has the form above, with unit coefficient. Through second order in Q, the heavy particle therefore acts as the static source Q/(4πr).

The delta function needs a regular function beside it, and this sets the conditions. The light propagator has a pole at k⁰ = l⁰ − E + iε, above the real axis. The direct heavy pole is at T_k − iε, below it. If they approach each other, they trap the contour. Keeping only these two factors and closing the contour below, which gives −2πi times the residue,

∫dk⁰/(2π) · i/(k⁰ − T_k + iε) · 1/(l⁰ − k⁰ − E + iε) = 1/(l⁰ − E − T_k + iε).

This is the energy denominator of an intermediate state with both particles present. The static limit drops T_k, which requires

|**k**|²/(2M) ≪ |l⁰ − E|.

In the crossed diagram the heavy pole lies above the axis, on the same side as this light pole, so there is no such trapping.

The photon poles ±(|**k**| − iε) also meet at **k** = 0, and those of the second photon meet at **h** = 0. The limit is thus established at fixed **k**, away from these points and from E = l⁰. The long-range singularities of the integrated Coulomb amplitude need separate treatment.

**(f) Take the nucleus of H as a point Dirac proton, M = 1836.15 m. An electron with momentum m (0.511 MeV/c) along z scatters through 90° towards x. At fixed r = (0.9, 0, 1.2)m and r = (0.3, 0, 0.4)m, how much do the direct and crossed diagrams contribute relative to the static value?**

*Solution.* Set m = 1 and strip off the charges. Take both light spins up along z before boosting, and the heavy spin up along z both before and after; the heavy spin enters only at order 1/M. Let a² = l⁰ + 1, with l⁰ = √2 = 1.41421. In the Dirac representation the static-limit spinors are

u(l) = (a, 0, 1/a, 0), u(l′) = (a, 0, 0, 1/a).

Moving the outer γ⁰ matrices through the numerator reverses the sign of the spatial term:

γ⁰(l⁰γ⁰ − **r·γ** + 1)γ⁰ = l⁰γ⁰ + **r·γ** + 1.

The lower components of the two spinors are orthogonal, so ū′γ⁰u = ū′u = a². The spatial term connects upper with lower components and gives r_z + r_x + i r_y; both points lie in the scattering plane, so r_y = 0. The matrix element is

N = a²(l⁰ + 1) + r_x + r_z = (l⁰ + 1)² + r_x + r_z.

The prefactor (−i)² i equals −i, so the static integrand is −iN/{[(l⁰)² − E²]|**k**|²|**h**|²}.

For the first point, N = 5.828 + 2.1 = 7.928 and (l⁰)² − E² = 2 − 3.25 = −1.25. Also **k** = (−0.9, 0, −0.2) gives |**k**|² = 0.85, and **h** = (−0.1, 0, 1.2) gives |**h**|² = 1.45. The static value is

i × 7.928/(1.25 × 0.85 × 1.45) = 5.146i m⁻⁴.

For the second point, N = 6.528, (l⁰)² − E² = 0.75, |**k**|² = 0.45 and |**h**|² = 0.65. The static value is −29.76i m⁻⁴.

The finite-M integrands were computed with full Dirac spinors, all photon polarizations in Feynman gauge, and the final electron energy fixed by energy conservation. The k⁰ integral was done numerically on a contour turned parallel to the imaginary axis, with every pole kept on its Feynman side. Divided by 2M and by the static value, the results are:

- First point, E > l⁰: direct 0.8133, crossed 0.1862, sum 0.9995.
- Second point, E < l⁰: direct 1.6442, crossed −0.6425, sum 1.0017.

At these two points neither diagram alone gives the static source. How the sum is shared depends on the kinematics: the crossed share goes to zero as E → l⁰, and for a slow electron it is small. With **l** and **r** scaled down together to |**l**| = 0.0073 m, about αm, the direct diagram gives 0.997 and 1.003 of the static value for M → ∞. At M = 10⁵ m the first pair becomes 0.8137 and 0.1863, that is ½ ± 0.3137. This is the pattern of part (c): half the delta function each, plus principal-value parts that cancel. Those parts are real here, unlike in the example of part (c), for the following reason. For M → ∞ the function F(k⁰) multiplying the heavy propagator is, relative to the static value, a rational function with real coefficients whose simple poles lie on the real axis up to their iε shifts. Each such pole gives a principal value plus ±iπ times a delta function. In the partial fractions of F(k⁰)/k⁰, every principal-value integral of 1/(k⁰ − a) vanishes. Only the ±iπ residue terms at the poles of F survive, and the factor i in i PV(1/k⁰) makes them real. At the second point they exceed ½, so the crossed term is negative.

The remaining deviations are the 1/M corrections. They include recoil kinematics, the heavy spatial current and the magnetic coupling of part (b). The last depends on the heavy spin, so the values below refer to the spin state chosen and to a Dirac magnetic moment. At M = 10⁵ m, the sum minus one is −1.00 m/M at the first point and +3.07 m/M at the second. For a Dirac particle of the proton's mass these are −0.05% and +0.17% of the static value. With the heavy spin down the coefficients become −0.76 and +3.32. With spin up and the proton's anomalous moment κ = 1.79 added to the vertex they become −1.22 and +2.85, that is −0.07% and +0.16%. The condition from part (e) is well satisfied: T_k/|l⁰ − E| is 2.315×10⁻⁴/0.3886 = 6.0×10⁻⁴ at the first point and 1.225×10⁻⁴/0.2962 = 4.1×10⁻⁴ at the second. At M = 100 m the sums are 0.990 and 1.031, so the finite-mass corrections are then a matter of per cent.

These numbers describe the integrand at two loop momenta, not a cross section.
